# Anomalous skin depth from electron transit decorrelation: a program that tests the result

```python
"""Anomalous skin depth of a Maxwellian plasma half-space.

Result under test: delta_a = (v_th c^2/(omega omega_pe^2))^(1/3), up to a
factor of order one, when electrons cross the layer in much less than a
field period and a collision time.
v_th = sqrt(T/m); omega = angular drive frequency; omega_pe = plasma frequency;
nu = collision frequency; tau(k) = memory time of the current at wavenumber k;
lambda = -E(0)/E'(0) = complex penetration length; fields vary as exp(-i omega t).
Specular reflection is assumed and displacement current is neglected.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import toeplitz, solve
from scipy.optimize import brentq
from scipy.special import erf, wofz


def thermal_speed(temp_ev):
    return np.sqrt(temp_ev * const.e / const.m_e)


def plasma_frequency(density):
    return np.sqrt(density * const.e**2 / (const.epsilon_0 * const.m_e))


def memory_time(k, speed, omega, nu):
    z = (omega + 1j * nu) / (np.sqrt(2) * k * speed)
    return np.sqrt(np.pi / 2) / (k * speed) * wofz(z)


def estimate(density, temp_ev, omega):
    wp = plasma_frequency(density)
    return (thermal_speed(temp_ev) * const.c**2 / (omega * wp**2))**(1 / 3)


def kinetic_length(density, temp_ev, omega, nu):
    """Wavenumber integral on a logarithmic grid."""
    wp = plasma_frequency(density)
    y = np.linspace(-30, 30, 12001)
    k = np.exp(y) * wp / const.c
    tau = memory_time(k, thermal_speed(temp_ev), omega, nu)
    integrand = k / (k**2 - 1j * omega * wp**2 / const.c**2 * tau)
    return 2 / np.pi * np.sum(integrand) * (y[1] - y[0])


def exponents(density, temp_ev, omega, nu):
    """Logarithmic slopes of |lambda| in omega, density, temperature."""
    base = np.array([density, temp_ev, omega])
    slopes = []
    for index in (2, 0, 1):
        up, down = base.copy(), base.copy()
        up[index] *= 1.01
        down[index] /= 1.01
        ratio = abs(kinetic_length(*up, nu)) / abs(kinetic_length(*down, nu))
        slopes.append(np.log(ratio) / (2 * np.log(1.01)))
    return np.array(slopes)


# Worked example
density, temp_ev, frequency, nu = 1e18, 5.0, 1e6, 6e6
omega = 2 * np.pi * frequency
v_th, omega_pe = thermal_speed(temp_ev), plasma_frequency(density)
delta_a = estimate(density, temp_ev, omega)
w, g = omega * delta_a / v_th, nu * delta_a / v_th
lam = kinetic_length(density, temp_ev, omega, nu)
local = const.c / omega_pe * np.sqrt(1 + 1j * nu / omega)

# Memory time from its time integral and from an average over velocities.
# Reduced units: length delta_a, speed v_th.
tau_one = memory_time(1.0, 1.0, w, g)
time_re = quad(lambda t: np.exp(-g*t - t*t/2) * np.cos(w*t), 0, 15)[0]
time_im = quad(lambda t: np.exp(-g*t - t*t/2) * np.sin(w*t), 0, 15)[0]
v = np.linspace(-10, 10, 20001)
maxwell = np.exp(-v**2 / 2) / np.sqrt(2 * np.pi)
tau_velocity = np.sum(maxwell / (g - 1j*w + 1j*v)) * (v[1] - v[0])
assert abs(time_re + 1j * time_im - tau_one) < 1e-8
assert abs(tau_velocity - tau_one) < 1e-8

# The mean residence time in an exponential layer grows logarithmically
# as its collisional cutoff is lowered.
y = np.linspace(-30, 3, 20001)
speeds = np.exp(y)
weight = speeds * 2 * np.exp(-speeds**2 / 2) / np.sqrt(2 * np.pi)


def residence(cutoff):
    return np.sum(weight / (cutoff + speeds)) * (y[1] - y[0])


residence_step = residence(1e-6) - residence(1e-5)
assert abs(residence_step - np.sqrt(2 / np.pi) * np.log(10)) < 1e-3


# Field for E'(0) = -1 from the wavenumber solution, reduced units.
def field(x):
    def response(k):
        k = max(k, 1e-12)
        return 1 / (k**2 - 1j * memory_time(k, 1.0, w, g))
    re = quad(lambda k: response(k).real, 0, np.inf, weight='cos', wvar=x)[0]
    im = quad(lambda k: response(k).imag, 0, np.inf, weight='cos', wvar=x)[0]
    return 2 / np.pi * (re + 1j * im)


# Independent real-space solution: orbit kernel plus reflected electrons.
cells, length = 1200, 30.0
h = length / cells
log_s = np.linspace(-20, 6.2, 2621)
s = np.exp(log_s)
s_weight = s * np.exp((1j * w - g) * s) * (log_s[1] - log_s[0])
edges = (np.arange(2 * cells) + 0.5) * h
reach = 0.5 * erf(edges[:, None] / (np.sqrt(2) * s[None, :]))
cumulative = reach @ s_weight.real + 1j * (reach @ s_weight.imag)
cell_kernel = np.concatenate(([2 * cumulative[0]], np.diff(cumulative)))
i = np.arange(cells)
direct = toeplitz(cell_kernel[:cells].real) \
    + 1j * toeplitz(cell_kernel[:cells].imag)
reflected = cell_kernel[i[:, None] + i[None, :] + 1]
laplacian = (np.diag(-2 * np.ones(cells)) + np.diag(np.ones(cells - 1), 1)
             + np.diag(np.ones(cells - 1), -1))
laplacian[0, 0], laplacian[-1, -1] = -1, -3
source = np.zeros(cells, complex)
source[0] = -1 / h
grid_field = solve(laplacian / h**2 + 1j * (direct + reflected), source)
lam_grid = (grid_field[0] + h / 2) * delta_a
assert abs(lam_grid / lam - 1) < 5e-3  # finite grid and finite length
x_grid = (i + 0.5) * h
for x_test in (1.0, 2.0):
    value = (np.interp(x_test, x_grid, grid_field.real)
             + 1j * np.interp(x_test, x_grid, grid_field.imag))
    assert abs(value - field(x_test)) < 5e-3

# Fast-transit limit without collisions: prefactor, phase and exponents.
omega_deep = 2 * np.pi * 10.0
lam_deep = kinetic_length(density, temp_ev, omega_deep, 0.0)
ratio_deep = lam_deep / estimate(density, temp_ev, omega_deep)
prefactor = (4 / (3 * np.sqrt(3)) * (np.pi / 2)**(-1 / 6)
             * np.exp(1j * np.pi / 6))
assert abs(ratio_deep - prefactor) < 2e-3  # remaining finite-transit term
slopes_deep = exponents(density, temp_ev, omega_deep, 0.0)
assert np.max(np.abs(slopes_deep - np.array([-1/3, -1/3, 1/6]))) < 2e-3

# Cold limit: the kinetic length must become the local one.
lam_cold = kinetic_length(density, 1e-7, omega, nu)
assert abs(lam_cold / local - 1) < 1e-3

# Depth at which |E| has fallen to 1/e of its wall value.
lam_red = lam / delta_a
depth_e = brentq(lambda x: abs(field(x) / lam_red) - np.exp(-1), 0.2, 3.0)
depth_single = 1 / (1 / lam).real
assert 0.5 < abs(lam_red) < 2.0
slopes = exponents(density, temp_ev, omega, nu)

# Contrast: higher frequency and lower density.
density_b, frequency_b = 1e17, 13.56e6
omega_b = 2 * np.pi * frequency_b
delta_b = estimate(density_b, temp_ev, omega_b)
lam_b = kinetic_length(density_b, temp_ev, omega_b, nu)
slopes_b = exponents(density_b, temp_ev, omega_b, nu)
assert abs(slopes_b[0] + 1/3) > abs(slopes[0] + 1/3)


def show(label, value, unit=""):
    print(f"{label}: {value:.4g} {unit}".rstrip())


print("Worked example")
show("electron density", density, "m^-3")
show("electron temperature", temp_ev, "eV")
show("drive frequency", frequency / 1e6, "MHz")
show("collision frequency", nu, "s^-1")
show("angular frequency omega", omega, "rad/s")
show("thermal speed v_th", v_th, "m/s")
show("plasma frequency omega_pe", omega_pe, "rad/s")
show("collisionless local depth c/omega_pe", const.c / omega_pe * 1e3, "mm")
show("estimate delta_a", delta_a * 1e3, "mm")
show("estimate delta_a", delta_a * 1e2, "cm")
show("transit time delta_a/v_th", delta_a / v_th * 1e9, "ns")
show("omega delta_a/v_th", w)
show("nu delta_a/v_th", g)
show("mean free path v_th/nu", v_th / nu * 1e3, "mm")
show("displacement ratio (omega delta_a/c)^2", (omega*delta_a/const.c)**2)
show("fast-transit memory time at k=1/delta_a",
     np.sqrt(np.pi / 2) * delta_a / v_th * 1e9, "ns")
show("full |tau| at k=1/delta_a", abs(tau_one) * delta_a / v_th * 1e9, "ns")
show("local depth with collisions, modulus", abs(local) * 1e3, "mm")
show("kinetic |lambda|", abs(lam) * 1e3, "mm")
show("kinetic Re lambda", lam.real * 1e3, "mm")
show("kinetic Im lambda", lam.imag * 1e3, "mm")
show("real-space solution |lambda|", abs(lam_grid) * 1e3, "mm")
show("kinetic |lambda|/delta_a", abs(lam_red))
show("1/e depth of |E|", depth_e * delta_a * 1e3, "mm")
show("1/e depth if exponential with same lambda", depth_single * 1e3, "mm")
print("exponents in omega, density, temperature:",
      " ".join(f"{a:.3f}" for a in slopes))
print("Fast-transit limit, no collisions")
show("computed |lambda|/delta_a", abs(ratio_deep))
show("closed-form |lambda|/delta_a", abs(prefactor))
show("computed phase of lambda", np.degrees(np.angle(ratio_deep)), "degrees")
print("exponents in omega, density, temperature:",
      " ".join(f"{a:.4f}" for a in slopes_deep))
show("residence-time growth per decade of cutoff, in delta/v_th",
     residence_step)
print("Contrast case, same temperature and collision frequency")
show("electron density", density_b, "m^-3")
show("drive frequency", frequency_b / 1e6, "MHz")
show("estimate delta_a", delta_b * 1e3, "mm")
show("omega delta_a/v_th", omega_b * delta_b / v_th)
show("c/omega_pe", const.c / plasma_frequency(density_b) * 1e3, "mm")
show("kinetic |lambda|", abs(lam_b) * 1e3, "mm")
print("exponents in omega, density, temperature:",
      " ".join(f"{a:.3f}" for a in slopes_b))
print("checks complete")
```

Running it gives:

```
Worked example
electron density: 1e+18 m^-3
electron temperature: 5 eV
drive frequency: 1 MHz
collision frequency: 6e+06 s^-1
angular frequency omega: 6.283e+06 rad/s
thermal speed v_th: 9.378e+05 m/s
plasma frequency omega_pe: 5.641e+10 rad/s
collisionless local depth c/omega_pe: 5.314 mm
estimate delta_a: 16.15 mm
estimate delta_a: 1.615 cm
transit time delta_a/v_th: 17.23 ns
omega delta_a/v_th: 0.1082
nu delta_a/v_th: 0.1034
mean free path v_th/nu: 156.3 mm
displacement ratio (omega delta_a/c)^2: 1.146e-07
fast-transit memory time at k=1/delta_a: 21.59 ns
full |tau| at k=1/delta_a: 19.88 ns
local depth with collisions, modulus: 6.249 mm
kinetic |lambda|: 12.41 mm
kinetic Re lambda: 10.87 mm
kinetic Im lambda: 5.972 mm
real-space solution |lambda|: 12.41 mm
kinetic |lambda|/delta_a: 0.768
1/e depth of |E|: 12.8 mm
1/e depth if exponential with same lambda: 14.15 mm
exponents in omega, density, temperature: -0.330 -0.358 0.142
Fast-transit limit, no collisions
computed |lambda|/delta_a: 0.714
closed-form |lambda|/delta_a: 0.714
computed phase of lambda: 30 degrees
exponents in omega, density, temperature: -0.3333 -0.3333 0.1667
residence-time growth per decade of cutoff, in delta/v_th: 1.837
Contrast case, same temperature and collision frequency
electron density: 1e+17 m^-3
drive frequency: 13.56 MHz
estimate delta_a: 14.59 mm
omega delta_a/v_th: 1.326
c/omega_pe: 16.8 mm
kinetic |lambda|: 16.57 mm
exponents in omega, density, temperature: -0.048 -0.483 0.017
checks complete
```
